Localized mode of a zirconium-mass defect in a hafnium-mass chain

**Problem**

Atoms of mass M form an infinite straight chain. Each is joined to its two neighbours by springs of constant K and moves along the chain. The atom at site 0 is replaced by one of mass M' = μM, while all springs stay the same. Treat the motion as harmonic.

(a) Find every mode whose displacement decays to zero on both sides of the defect. Give its frequency, its shape and the condition for it to exist.

(b) Take M from hafnium (178.49 u), M' from zirconium (91.224 u) and K = 100 N/m. How far above the band maximum does the mode lie?

(c) Find the share of the kinetic energy carried by the defect, and the first-order frequency shift when its two springs change by a fraction δ.

(d) Find how the result changes with a second defect nearby, with oxygen atoms between the metal atoms, and in three dimensions. Compare the model with real hafnia.

**Solution**

**(a) The localized mode**

Let u_n be the displacement amplitude at site n, with time dependence cos ωt. Newton's law gives

m_n ω² u_n = K(2u_n − u_{n−1} − u_{n+1}),

where m_0 = M' and all other m_n = M.

In the perfect chain, u_n = e^{iqn} gives Mω² = 2K(1 − cos q), or

ω_q² = ω_m² sin²(q/2), ω_m = 2√(K/M).

The band therefore runs from 0 to ω_m.

Now restore the defect. Away from site 0 the equation is that of the host, and a trial solution z^n requires

z + 1/z = 2 − Mω²/K.

The two roots have product 1. Inside the band they are e^{±iq}, and no nonzero combination of these waves decays. At the band edges z = ±1 is a double root, with solutions z^n(a + bn), which do not decay either. Negative ω² is impossible because the spring energy is never negative. A localized mode must therefore have ω > ω_m.

There z + 1/z < −2, so both roots are real and negative, and exactly one has magnitude below 1. Call it −r, with 0 < r < 1. Then

Mω² = K(2 + r + 1/r) = K(1 + r)²/r. (1)

The host equation at n = 1, 2, 3, … links all displacements from u_0 onward, so the decaying solution on the right is u_n = u_0(−r)^n. The same argument holds on the left:

u_n = u_0(−r)^|n|.

If u_0 = 0 the whole pattern vanishes, so no odd localized mode exists.

The equation at site 0 remains. Both neighbours have displacement −r u_0, hence

M'ω² = 2K(1 + r). (2)

Dividing (2) by (1) gives

μ = 2r/(1 + r), so r = μ/(2 − μ).

As r runs from 0 to 1, 2r/(1 + r) rises from 0 to 1. There is thus one localized mode for each μ < 1 and none for μ ≥ 1.

For the frequency, insert 1 + r = 2/(2 − μ) into (2):

ω_L² = 4K/[Mμ(2 − μ)].

With the mass defect ε = 1 − μ, the product μ(2 − μ) equals (1 − ε)(1 + ε) = 1 − ε². Therefore

ω_L = ω_m/√(1 − ε²), r = (1 − ε)/(1 + ε). (3)

Neighbouring atoms move in opposite directions, as they do at the top of the band. The light atom makes this motion faster than any host wave, so the vibration cannot travel away.

Two limits show what (3) contains. For small ε, ω_L ≈ ω_m(1 + ε²/2) and r ≈ 1 − 2ε: the mode lies just above the band and spreads over about 1/(2ε) sites on each side. For μ → 0, r → 0 and ω_L² → 2K/M', which is a light atom vibrating between two neighbours at rest.

**(b) Numbers for the two masses**

The mass ratio and mass defect are

μ = 91.224/178.49 = 0.5111, ε = 0.4889.

Then 1 − ε² = 0.7610 and

ω_L/ω_m = 1/√0.7610 = 1.146.

The mode lies 14.6 percent above the band maximum, or about 15 percent. This ratio depends on the masses alone; K sets only the frequency scale. With M in kilograms, the band maximum is

f_m = (1/π)√(K/M) = 5.85 THz (195 cm⁻¹),

and the localized mode is at

f_L = 1.146 × 5.85 THz = 6.70 THz (224 cm⁻¹).

The decay factor is r = 0.5111/(2 − 0.5111) = 0.343. The displacements at sites 0, 1, 2 and 3 are in the ratio 1 : −0.343 : 0.118 : −0.040, so the motion is confined to a few atoms. Direct diagonalization of a closed ring of 200 atoms with one such defect gives the same frequency ratio, 1.146. The full set of values is in the numerical output.

**(c) Kinetic energy and spring changes**

The kinetic energy is proportional to Σ m_n u_n². Define the modal mass M_eff = Σ m_n(u_n/u_0)². Summing the geometric series on both sides gives

M_eff = M' + 2M r²/(1 − r²).

From (3), 1 − r² = 4ε/(1 + ε)², so r²/(1 − r²) = (1 − ε)²/(4ε). Hence

M_eff = M(1 − ε) + M(1 − ε)²/(2ε) = M(1 − ε²)/(2ε).

The defect's share of the kinetic energy is

M'/M_eff = 2ε/(1 + ε) = 0.9778/1.4889 = 0.657.

About two thirds of the kinetic energy is on the zirconium-mass atom. The rest is on the host atoms, which is why the mode is not simply that of a light atom between fixed walls.

For the spring change, write the frequency as a quotient:

ω² = Σ K_j(u_{j+1} − u_j)² / Σ m_n u_n².

A small change of the pattern u does not alter this quotient to first order, because its derivative with respect to each u_n is proportional to the equation of motion, which the mode satisfies. Only the explicit change of K_j counts. Each of the two defect springs is stretched by (1 + r)u_0 in magnitude, so

δ(ω²) = 2δK(1 + r)²/M_eff.

Use δ(ω²) = 2ω δω, and K(1 + r)² = rMω² from (1):

δω/ω = δ rM/M_eff = 2εδ/(1 + ε)² = 0.441 δ.

Springs 10 percent stiffer should thus raise the frequency by about 4.4 percent of itself. Diagonalization with the host springs held fixed puts the mode 19.6 percent above the band maximum for 10 percent stiffer defect springs, and 9.55 percent above it for 10 percent softer ones. The figure of 15 percent therefore relies on the assumption of equal springs.

**(d) Beyond one defect in a simple chain**

*A response form of the condition.* Move the mass difference to the right-hand side of the equation of motion:

Mω²u_n − K(2u_n − u_{n−1} − u_{n+1}) = εMω²u_0 for n = 0, and 0 otherwise.

The defect acts as a force on the perfect chain. A Fourier transform turns the left side into M(ω² − ω_q²)û(q), and transforming back gives

u_n = εω² G_n u_0, G_n = ⟨cos(qn)/(ω² − ω_q²)⟩,

where the brackets average over q. At n = 0 this requires εω²G_0 = 1. Let x = ω²/ω_m². Since sin²(q/2) = (1 − cos q)/2,

ω²G_0 = x⟨1/(a + b cos q)⟩, a = x − 1/2, b = 1/2.

The substitution t = tan(q/2) gives

⟨1/(a + b cos q)⟩ = (1/π)∫ dt/[(a + b) + (a − b)t²] = 1/√(a² − b²),

with t running from −∞ to ∞. Here a² − b² = x(x − 1), so the condition is

ε√(x/(x − 1)) = 1.

Squaring gives x = 1/(1 − ε²), in agreement with (3).

*A second defect.* Put equal defects at sites 0 and d. Each now acts as a source:

u_0 = εω²(G_0u_0 + G_d u_d), u_d = εω²(G_d u_0 + G_0u_d).

Away from its source, G_n obeys the host equation and decays, so G_d = G_0(−r)^d, where r belongs to the frequency of the pair through (1). By symmetry u_d = ±u_0. From (1), x = (1 + r)²/(4r) and x − 1 = (1 − r)²/(4r), so ω²G_0 = (1 + r)/(1 − r). The two conditions are

ε(1 + r)(1 ± r^d) = 1 − r.

For d = 4 the modes lie 15.1 and 14.1 percent above the band maximum, close to the single-defect value. For adjacent defects the upper sign gives a mode 26.0 percent above it, with the two light atoms moving in opposition. The lower sign reduces to ε(1 + r) = 1, which has a solution with r < 1 only if ε > 1/2. The present ε = 0.4889 falls just short, so the adjacent pair has a single localized mode.

*Oxygen between the metal atoms.* Place a mass m = 15.999 u midway between neighbouring metal atoms, joined to each by a spring C = 2K. Two such springs in series have the static constant K, so the comparison holds the static stiffness fixed. An oxygen atom with displacement v between metal atoms u_L and u_R obeys

mω²v = C(2v − u_L − u_R).

With y = mω²/(2C), this gives v = (u_L + u_R)/[2(1 − y)]. Insert it for both oxygen neighbours of metal atom n:

m_nω²u_n = C{2u_n − (2u_n + u_{n−1} + u_{n+1})/[2(1 − y)]}.

Multiply by 1 − y, and use C/2 = K and 2Cy = mω²:

[m_n(1 − y) + m]ω²u_n = K(2u_n − u_{n−1} − u_{n+1}).

This is the original problem with the masses A = M(1 − y) + m for the host and A' = M'(1 − y) + m for the defect.

At q = π the host equation is Aω² = 4K = 2C. Since mω² = 2Cy, it becomes M(1 − y)ω² = 2C(1 − y). One solution is ω² = 2C/M = ω_m², so the maximum of the lower band has not moved. The other, y = 1, is the bottom of the oxygen-dominated band, at √(M/m) ω_m = 3.34 ω_m. In the gap between them the defect frequency satisfies

ω² = 4KA/[A'(2A − A')],

where A and A' depend on ω. The numerical solution lies 13.0 percent above ω_m, so oxygen inertia changes this mode only modestly. The same equation has a root at y = 1, which is only the band edge and not a localized mode, and another at 3.54 ω_m, just above the top of the oxygen-dominated band at √(1 + M/m) ω_m = 3.49 ω_m. In that mode most of the kinetic energy is on the two oxygen atoms next to the defect.

*Three dimensions.* Take a simple cubic lattice with equal nearest-neighbour springs and one scalar displacement per site. Its frequencies are

ω_q² = (2K/M)(3 − cos q_1 − cos q_2 − cos q_3),

with maximum ω_max² = 12K/M. The response argument is unchanged. With x = ω²/ω_max² it gives

1 = 6εx⟨1/(6x − 3 + cos q_1 + cos q_2 + cos q_3)⟩.

Write the reciprocal as ∫ e^{−st} dt over t from 0 to ∞, with s the denominator. The average of e^{−t cos q} is the modified Bessel function I_0(t), so

1 = 6εx ∫ e^{−(6x−3)t} I_0(t)³ dt.

At large t, I_0(t) ≈ e^t/√(2πt). At x = 1 the integrand therefore falls as t^{−3/2} and the integral is finite. The right-hand side can also be written ε⟨1/(1 − ω_q²/ω²)⟩, which falls as ω rises above the band, so it is largest at x = 1. Numerical integration gives ε/0.330 there. A smaller ε cannot satisfy the condition; in this lattice a localized mode needs ε > 0.330. In the chain the corresponding integrand falls as t^{−1/2}, the integral diverges, and any light defect binds a mode.

The zirconium value ε = 0.489 exceeds the cubic threshold, but the mode lies only 6.6 percent above that lattice's own band maximum. Diagonalizing a periodic cluster of 1000 atoms gives the same 6.6 percent.

These numbers belong to the simple cubic lattice, not to three dimensions as such. In a face-centred cubic lattice with the same scalar springs, ω_q² = (4K/M)(3 − c_1c_2 − c_2c_3 − c_3c_1) with c_i = cos(q_i a/2), where a is the cube edge. The maximum 16K/M is reached whenever one c_i is 1 and another is −1, whatever the third, that is along whole lines in q. The average at the band edge then diverges as it does in the chain, so there is no threshold, and ε = 0.489 puts the mode 24.9 percent above the band maximum. With vector displacements and central nearest-neighbour springs on the same lattice, a threshold near ε = 0.25 returns and the height is 9.5 percent.

*Comparison with hafnia.* The chosen K puts the band maximum near 200 cm⁻¹, roughly where metal-dominated vibrations of hafnia lie. The chain omits the crystal's three-dimensional bonding, its several kinds of metal–oxygen bond and its long-range electric forces. For a single defect, the lattice and the force model matter more than oxygen inertia does, and they can move the height either way: from 14.6 percent in the chain to 6.6 percent in the scalar simple cubic lattice, or to 24.9 and 9.5 percent in the scalar and central-force face-centred cubic lattices. The metal atoms of hafnia form a roughly face-centred array, so the simple cubic value has no special claim to describe it. In the chain, a 20 percent change of the two defect springs has an effect of similar size, moving the height by about 10 percentage points. In the real crystal, other modes with oxygen character may overlap the defect frequency. The vibration could then leak into them and become a resonance of finite width, so 224 cm⁻¹ should not be read as a predicted spectral line. Some ferroelectric capacitors use films with comparable amounts of hafnium and zirconium. There a zirconium atom usually has other zirconium atoms close by, and the isolated-defect picture fails; in the chain, one adjacent partner already moves the top mode from 14.6 to 26.0 percent.

Thermal expansion should matter less for the ratio. It lowers a frequency by a fraction of about γβT, where γ is the Grüneisen parameter and β the volume expansion coefficient. This takes β as constant down to 0 K. Since β in fact vanishes there, the shift is overestimated. The rough values γ = 2 and β = 2 × 10⁻⁵ K⁻¹ give, at 300 K,

2 × (2 × 10⁻⁵ K⁻¹) × 300 K = 0.012,

or 1.2 percent. If γ is the same for the band maximum and the localized mode, both shift together and their ratio is unchanged. This estimate leaves out the direct anharmonic coupling between modes, which also shifts and broadens them.

Table of computed values

```
Hf mass (input): 178.49 u
Zr mass (input): 91.224 u
O mass (input): 15.999 u
spring constant K (input): 100.0 N/m
mass ratio mu: 0.5111
mass defect eps: 0.4889
1 - eps^2: 0.7610
decay factor r: 0.3433
w_L/w_m, formula: 1.14635
w_L/w_m, ring of 200 atoms: 1.14635
height above band maximum: 14.64 %
band maximum: 5.847 THz
localized mode: 6.702 THz
gap between them: 0.856 THz
band maximum, converted: 195.0 cm^-1
localized mode, converted: 223.6 cm^-1
displacement u_0/u_0 (ring): 1.0000
displacement u_1/u_0 (ring): -0.3433
displacement u_2/u_0 (ring): 0.1178
displacement u_3/u_0 (ring): -0.0404
modal mass: 138.90 u
kinetic-energy share of Zr: 0.6567
Neglected effects; heights are above the band maximum
relative shift per relative spring change: 0.4411
height, defect springs 10 % softer: 9.55 %
height, defect springs 10 % stiffer: 19.63 %
height, adjacent Zr pair, top mode: 25.96 %
height, Zr pair 4 sites apart, upper: 15.11 %
height, Zr pair 4 sites apart, lower: 14.10 %
height, oxygen inertia included: 13.02 %
optic band bottom / w_m, oxygen chain: 3.340
height, cubic scalar lattice: 6.62 %
height, cubic cluster of 1000 atoms: 6.62 %
threshold eps, cubic scalar lattice: 0.3297
Grueneisen parameter (rough input): 2.0
volume expansion (rough input): 2.0e-05 1/K
temperature of use (input): 300 K
thermal softening from 0 K, rough: 1.2 %
```
